# Setting grain-boundary scattering from a resistivity ratio by inverting the Mayadas-Shatzkes function

## The decision

A Boltzmann transport calculation for an interconnect metal starts from a band structure and a bulk relaxation time. To represent a polycrystalline film it needs one more input: the strength of an additional scattering rate for grain boundaries. If the film is known to have twice the bulk resistivity, what strength should be entered?

In the Mayadas-Shatzkes model, which assumes a spherical Fermi surface, the strength is a dimensionless number $a$, and the answer is $a\approx0.720$. The first-order law $\rho/\rho_0\approx1+3a/2$ would give $2/3$, which produces a ratio of only 1.927. The number also depends on how the added rate varies with direction, so the form of the rate must be known before a value is entered.

## What the setting represents

Take a spherical Fermi surface of radius $k_F$ and isotropic bulk scattering with relaxation time $\tau$. The algebra uses atomic units, in which the electron mass, its charge magnitude and $\hbar$ are one, so the Fermi velocity is $k_F$ and the bulk mean free path is $l=k_F\tau$. The boundaries are planes normal to the current direction $x$, with mean spacing $D$. Each is a potential $S\delta(x)$ that conserves the momentum parallel to the plane. Their positions are irregular enough for reflections from different planes to add as probabilities. Outer surfaces are left out.

**Reflection by one plane.** Let a wave $e^{ikx}+be^{-ikx}$ on the left join $te^{ikx}$ on the right. Continuity gives $1+b=t$. Integrating $-\tfrac12\psi''+S\delta(x)\psi=E\psi$ across the plane gives a slope jump $2S\psi(0)$:

$$ikt-ik(1-b)=2St .$$

Inserting $b=t-1$ gives $2ik(t-1)=2St$, so $t=ik/(ik-S)$ and $b=S/(ik-S)$. The reflection probability is therefore

$$R(k)=|b|^2=\frac{S^2}{k^2+S^2},\qquad \frac{R}{1-R}=\frac{S^2}{k^2}.$$

Below, $R$ without an argument means normal incidence, $k=k_F$.

**The added rate.** An electron meets planes at the rate $|k_x|/D$. For weak barriers $R(k_x)\approx S^2/k_x^2$, so its $x$ momentum is reversed at the rate

$$P=\frac{|k_x|}{D}\,\frac{S^2}{k_x^2}=\frac{S^2}{D|k_x|}.$$

Let $g(\mathbf k)$ be the departure from the equilibrium distribution $f_0$ under a force $F$ along $x$, and let $\bar{\mathbf k}$ be $\mathbf k$ with $k_x$ reversed. To first order in $F$ the steady state obeys

$$Fk_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{g(\mathbf k)}{\tau}-P\,[g(\mathbf k)-g(\bar{\mathbf k})].$$

The driving term is odd in $k_x$, so $g(\bar{\mathbf k})=-g(\mathbf k)$ and the bracket equals $2g$. The average of $g$ over directions vanishes, so isotropic bulk scattering returns nothing to $g$. The total relaxation rate is $1/\tau+2P$. With $u=|k_x|/k_F$ and $\tau=l/k_F$,

$$2P\tau=\frac{2S^2}{Dk_Fu}\,\frac{l}{k_F}=\frac{a}{u},\qquad a=\frac{2l}{D}\frac{S^2}{k_F^2}=\frac{2l}{D}\frac{R}{1-R}.$$

The factor 2 arises because a reversal removes a forward electron and adds a backward one.

**Convention for the coefficient.** The customary definition is $a=(l/D)R_c/(1-R_c)$, without the 2. Here $R_c$ is an effective coefficient, related to the barrier by $R_c/(1-R_c)=2R/(1-R)$. A tabulated or fitted $R_c$ belongs in the customary formula, provided its source used that definition rather than the form with the 2; a reflection probability calculated for a single boundary belongs in the formula with the 2.

**Entering the rate.** The effective relaxation time is

$$\tau_{\rm eff}(u)=\frac{\tau}{1+a/u}=\tau\,\frac{u}{u+a}.$$

The last form is finite at $u=0$ and suits a momentum mesh. Since the planes are normal to the current, $u$ refers to the direction of the conductivity component being calculated.

An option that adds a direction-independent rate $c/\tau$ is a different model. It multiplies every contribution to the current by $1/(1+c)$, so $\rho/\rho_0=1+c$ and doubling needs $c=1$. If the rate is specified as $k_F/L$, then $c=l/L$ and doubling needs $L=l$. Entering 0.720 as $c$ would give a ratio of 1.720, which is 14% below the target.

## From the rate to the resistivity

The current sums $k_xg$ over the Fermi sphere, where equal intervals of $u$ have equal area. The velocity and the driving term each supply a factor $u$, and $\tau_{\rm eff}$ supplies $u/(u+a)$. Dividing by the bulk value $\int_0^1u^2du=1/3$ gives

$$\frac{\rho_0}{\rho}=f(a)=3\int_0^1\frac{u^3}{u+a}\,du .$$

Because $(u^2-au+a^2)(u+a)=u^3+a^3$,

$$\frac{u^3}{u+a}=u^2-au+a^2-\frac{a^3}{u+a},$$

and integration term by term yields

$$f(a)=1-\frac{3a}{2}+3a^2-3a^3\ln\!\left(1+\frac1a\right).$$

This chain, including the factor 2, was tested with $k_F=0.7$, $S=0.3$, $D=150$ and $l=200$ in atomic units. A narrow square barrier gave $R=0.15518$, hence $a=0.48981$. Solving the kinetic equation with an explicit collision matrix, with the weak-barrier reversal rate $P$ as input, gave a conductivity ratio of 0.59288, against $f(a)=0.59287$.

## Why there is one root, and where it lies

Write $r=\rho/\rho_0$. The task is to solve $f(a)=1/r$ for a given $r>1$. Differentiating under the integral,

$$f'(a)=-3\int_0^1\frac{u^3}{(u+a)^2}du<0,\qquad f''(a)=6\int_0^1\frac{u^3}{(u+a)^3}du>0 .$$

The function falls continuously from $f(0)=1$ towards zero, so it takes the value $1/r$ once and once only. A ratio $r<1$ has no solution with $a>0$; it signals an inconsistent bulk reference or a measurement error.

The root can be enclosed without any search. Treat $3u^2$ as a probability density on $0<u<1$, with averages

$$\left\langle\frac1u\right\rangle=3\int_0^1u\,du=\frac32,\qquad \langle u\rangle=3\int_0^1u^3du=\frac34 .$$

Then $f=\langle1/(1+a/u)\rangle$. As a function of $1/u$ the averaged quantity is strictly convex, so its average exceeds its value at the mean (Jensen's inequality):

$$f(a)>\frac{1}{1+3a/2}.$$

The same quantity written as $u/(u+a)$ is strictly concave in $u$, its second derivative being $-2a/(u+a)^3$. Its average is therefore less than its value at the mean:

$$f(a)<\frac{3/4}{3/4+a}=\frac{1}{1+4a/3}.$$

Taking reciprocals reverses the inequalities:

$$1+\frac{4a}{3}<r<1+\frac{3a}{2}\quad\Longrightarrow\quad \frac{2(r-1)}{3}<a<\frac{3(r-1)}{4}.$$

For $r=2$ the root lies strictly between $2/3$ and $3/4$. Thus $2/3$ is a lower bound and cannot double the resistivity in this model.

**Weak and strong scattering.** For $a\ll1$, $f\approx1-3a/2$ and $r\approx1+3a/2$, so the lower bound becomes the answer. For $a\gg1$, expand $1/(u+a)\approx1/a-u/a^2$ to obtain

$$f\approx\frac{3}{4a}-\frac{3}{5a^2}=\frac{3}{4a}\left(1-\frac{4}{5a}\right),\qquad r\approx\frac{4a}{3}\left(1+\frac{4}{5a}\right)=\frac{4a}{3}+\frac{16}{15}.$$

The slope of $r$ thus changes from $3/2$ to $4/3$. Strong boundary scattering suppresses electrons with small $u$ first, and those that still carry current move more nearly along $x$, where the added rate is smallest. The inverse of the strong-scattering law, $a\approx\tfrac34(r-\tfrac{16}{15})$, gives 2.950 at $r=5$, where the root is 2.957. At $r=2$ it gives 0.700, about 3% too low. Doubling lies between the two regimes, and neither law replaces the inversion.

| $r$ | lower bound | root $a$ | upper bound |
|---:|---:|---:|---:|
| 1.2 | 0.1333 | 0.1382 | 0.1500 |
| 1.5 | 0.3333 | 0.3536 | 0.3750 |
| 2.0 | 0.6667 | 0.7203 | 0.7500 |
| 3.0 | 1.3333 | 1.4629 | 1.5000 |
| 5.0 | 2.6667 | 2.9575 | 3.0000 |

## The inversion algorithm

Start at the lower bound, $a_0=2(r-1)/3$, and apply Newton's formula

$$a_{n+1}=a_n-\frac{f(a_n)-1/r}{f'(a_n)}.$$

Let $a_*$ be the root and $e_n=a_*-a_n$. Taylor's theorem gives, for some $\xi$ between $a_n$ and $a_*$,

$$\frac1r=f(a_n)+f'(a_n)e_n+\frac12f''(\xi)e_n^2 .$$

Solving this for $f(a_n)-1/r$ and inserting it in Newton's formula gives

$$a_{n+1}=a_n+e_n+\frac{f''(\xi)}{2f'(a_n)}e_n^2,\qquad e_{n+1}=\frac{f''(\xi)}{2|f'(a_n)|}e_n^2\ge0 .$$

The second equation uses $a_n+e_n=a_*$ and $f'<0$. An iterate that starts below the root therefore never passes it. Each step is upward, because $f(a_n)>1/r$ there.

The speed can also be bounded. The integral for $f''$ decreases with $a$, so $f''(\xi)\le f''(a_n)$. Since $a/(u+a)\le1$,

$$a f''(a)=6\int_0^1\frac{u^3}{(u+a)^2}\frac{a}{u+a}du\le6\int_0^1\frac{u^3}{(u+a)^2}du=2|f'(a)| .$$

Hence $e_{n+1}\le e_n^2/a_n$. Define the error relative to the current iterate, $\epsilon_n=e_n/a_n$. Because $a_{n+1}\ge a_n$, it follows that $\epsilon_{n+1}\le\epsilon_n^2$. The bracket gives $\epsilon_0<(3/4)/(2/3)-1=1/8$, so

$$\epsilon_n\le8^{-2^n}$$

for every $r>1$ in exact arithmetic. Four steps guarantee a relative error below $4\times10^{-15}$.

For doubled resistivity, $f(2/3)=0.518853$ exceeds the target by 0.018853. The first Newton step raises $a$ by 0.05163, and the iteration proceeds as follows.

| $n$ | $a_n$ | $\epsilon_n$ |
|---:|---:|---:|
| 0 | 0.666667 | $8.0\times10^{-2}$ |
| 1 | 0.718295 | $2.8\times10^{-3}$ |
| 2 | 0.720278 | $3.8\times10^{-6}$ |
| 3 | 0.720281 | $7.1\times10^{-12}$ |

Two steps already exceed any accuracy that resistivity data can support.

**Keep a bracket.** After each evaluation, replace the lower end by $a_n$ if $f(a_n)>1/r$, and the upper end otherwise. If a Newton step leaves the bracket, use the midpoint instead. From the recommended start this guard is needed only against rounding. From a start far above the root it is essential: for $r=2$ and $a=5$, a bare Newton step lands at $a=-11.6$. With an initial bracket from $10^{-9}$ to 50, the guarded iteration from the same point converged in 8 steps.

**Evaluate the residual with care.** For small $a$, both $f$ and $1/r$ are close to one. Subtract the ones analytically and use

$$f(a)-\frac1r=\frac{r-1}{r}-\left[\frac{3a}{2}-3a^2+3a^3\ln\!\left(1+\frac1a\right)\right].$$

For large $a$, terms of size $3a^2$ cancel to leave about $3/(4a)$, so numerical quadrature of the integral is safer. With a changeover at $a=0.5$ and 20 Gauss-Legendre points above it, seven ratios from $1+10^{-6}$ to $10^4$ were tested against bisection in 60-digit arithmetic. The roots agreed to a relative $10^{-13}$, and none needed more than 5 steps.

## How errors in the ratio propagate

Differentiating $f(a)=1/r$ gives $f'(a)\,da=-dr/r^2$, hence

$$\frac{d\ln a}{d\ln r}=-\frac{1}{r\,a\,f'(a)} .$$

At $r=2$, $f'=-0.3386$ and the result is $1/(2\times0.7203\times0.3386)=2.05$. A 1% error in the ratio therefore becomes a 2% error in $a$. Near $r=1$, where $a\approx2(r-1)/3$, the factor is approximately $r/(r-1)$ and grows without limit. A film only slightly more resistive than the bulk is a poor source for this setting.

## A cobalt film

Take rough values for cobalt near room temperature: $\rho_0=6$ µΩ cm, $l=10$ nm and $R_c=0.4$. Assume a film 30 nm thick with $\rho=12$ µΩ cm, so $r=2$. Since $R_c/(1-R_c)=0.4/0.6=0.6667$, the customary definition gives

$$D=\frac{l}{a}\frac{R_c}{1-R_c}=\frac{10\times0.6667}{0.7203}\ \text{nm}=9.26\ \text{nm},$$

or 92.6 Å. Using $a=2/3$ gives 10.0 nm, 8% larger. That bias comes from the inversion alone and costs nothing to remove, but the model's own omissions are larger.

**Surfaces.** Let $w$ be the cosine of the angle to the film normal, and $h$ the thickness. An electron leaving a diffuse face has lost its drift and regains a fraction $1-e^{-z/(lw)}$ by depth $z$. Weighting by $\tfrac32(1-w^2)$ for current in the plane and averaging over depth gives the Fuchs-Sondheimer result

$$\frac{\sigma}{\sigma_0}=1-\frac{3l}{2h}\int_0^1(w-w^3)\left(1-e^{-h/(lw)}\right)dw .$$

Here the two faces add 0.85 µΩ cm to the bulk resistivity. Subtracting this from 12 µΩ cm before inversion raises $D$ to 10.8 nm, or 17%. The subtraction assumes additive contributions. This overstates the surface part, which is about 0.74 µΩ cm when both are treated together, giving $D\approx10.6$ nm. Boundary scattering shortens the free paths, and it does so most for electrons moving steeply towards the faces, because their $u$ is small. A narrow line would also have side walls.

**Barrier strength.** The value $R_c=0.4$ corresponds to $R=0.25$ and $S^2/k_F^2=1/3$. The weak-barrier probability $1/(3u^2)$ then exceeds one for $u<0.58$, so the derivation is outside its range over much of the Fermi sphere. Using the full $R(k_x)$ at each encounter, with no memory of earlier ones, and holding $D$ and the barrier fixed, gives 9.5 µΩ cm instead of 12. This is not a corrected resistivity. With fixed planes, a reflected electron returns to planes it has already met. If bulk scattering between planes is rare, adding the probabilities of all these passages makes $R/(1-R)$, rather than $R$, add from plane to plane. For a delta barrier $R(k_x)/[1-R(k_x)]=S^2/k_x^2$, which is the weak-barrier expression again. With the present $l$ and $D$, equally spaced planes give 11.96 µΩ cm and randomly spaced ones about 11.93 µΩ cm, so nearly all of the drop from 12 µΩ cm is undone. Real boundaries need not follow the delta-barrier law, however, and for them $R_c$ should be read as a fitted parameter.

**Temperature.** With a rough coefficient of 0.006 per kelvin, heating from 300 to 380 K raises $\rho_0$ to 8.88 µΩ cm. Holding $\rho_0l$, $D$ and $R_c$ fixed shortens $l$ to 6.76 nm and lowers $a$ to 0.487. The film reaches 14.9 µΩ cm. The boundary contribution hardly changes, from 6.0 to 6.1 µΩ cm, because it lies between $4/3$ and $3/2$ times $\rho_0a$, and $\rho_0a$ is fixed. The setting $a$ must nevertheless be recalculated at each temperature.

**Comparison with real cobalt.** The bulk inputs are typical in size, whereas $R_c$ varies between films and the film resistivity was assumed. A 9 nm spacing in a 30 nm film describes fine grains. Hexagonal cobalt also breaks the assumption of an isotropic metal: its bulk resistivity is roughly 5.5 µΩ cm in the basal plane and 10 µΩ cm along the hexagonal axis. Repeating the inversion with each value, at fixed $\rho_0l$, film resistivity and $R_c$, gives $D=8.5$ and 29 nm. In a hexagonal metal $\rho_0l$ itself depends on direction, so these extremes would shift by several nanometres with directional values. They show only that crystal texture can matter far more than the 8% inversion bias.

## Choosing the value

- Confirm that the added rate varies as $a/u$. For a direction-independent rate, use $c=r-1$.
- Form $r$ from film and bulk resistivities at the same temperature, and estimate the surface contribution before attributing the excess to boundaries.
- For a nearly spherical Fermi surface, invert $f(a)=1/r$ from the lower bound; for $r=2$, enter 0.72. For another band shape, $f(a)$ and its bracket do not apply, and $a$ must be found by inverting the conductivity computed from the bands themselves. With $u=|v_x|/|v|$ and constant $\tau$, doubling needs 0.81 and 0.62 for ellipsoids with $m_x/m_\perp=0.5$ and 2, and about 0.64 for a half-filled simple cubic tight-binding band.
- If grain size and $R_c$ are known independently, calculate $a$ from them and compare. Within this model, resistivity fixes $a$ but cannot separate $D$ from $R_c$, even with data at several temperatures, because the two enter only through $R_c/[(1-R_c)D]$.
- For real boundaries of unknown reflection law, or a textured anisotropic metal, treat $a$ as a fit to the film at hand, and do not quote the inferred grain size to the precision of the root.

The numerical output below gives the values to more digits.

## Computed results

```
Barrier test: R = 0.15518, a = 0.48981
Barrier test: kinetic conductivity ratio = 0.59288
Barrier test: f(a) = 0.59287
Root for r = 2: a = 0.7202810024 (5 steps)
f(2/3) = 0.518853
Resistivity ratio at a = 2/3: 1.927329
Root over 2/3: 1.08042
Newton n=0: a = 0.666666666667, rel. error = 8.04e-02, bound = 1.25e-01
Newton n=1: a = 0.718294806762, rel. error = 2.77e-03, bound = 1.56e-02
Newton n=2: a = 0.720278280973, rel. error = 3.78e-06, bound = 2.44e-04
Newton n=3: a = 0.720281002416, rel. error = 7.09e-12, bound = 5.96e-08
Newton n=4: a = 0.720281002422, rel. error = 2.50e-23, bound = 3.55e-15
Most steps over all tested r: 5
Bare Newton step from a = 5 lands at a = -11.581
Guarded iteration from a = 5: 8 steps
f'(a) at r = 2: -0.338619
d ln a / d ln r at r = 2: 2.0500
r = 1.2: lower 0.13333, a = 0.13817, upper 0.15000
r = 1.5: lower 0.33333, a = 0.35358, upper 0.37500
r = 2.0: lower 0.66667, a = 0.72028, upper 0.75000
r = 3.0: lower 1.33333, a = 1.46288, upper 1.50000
r = 5.0: lower 2.66667, a = 2.95746, upper 3.00000
Co bulk resistivity (rough): 6.0 uOhm cm
Co mean free path (rough): 10.0 nm
Customary reflection coefficient Rc (rough): 0.40
Delta-barrier reflection R for this Rc: 0.250
Film resistivity (assumed): 12.0 uOhm cm
Film thickness: 30.0 nm
Grain size D: 9.256 nm = 92.56 angstrom
Grain size from a = 2/3: 10.000 nm
Error of the 2/3 rule in D: 8.04 %
Surface resistivity, diffuse faces: 0.848 uOhm cm
D after subtracting surfaces: 10.82 nm
Reference and use temperature: 300, 380 K
Temperature coefficient (rough): 0.006 1/K
Bulk resistivity at use: 8.88 uOhm cm
Mean free path at use: 6.76 nm; a = 0.4867
Film resistivity at use: 14.94 uOhm cm
Axial bulk values (rough): 5.5, 10.0 uOhm cm
D with basal, hexagonal-axis value: 8.51, 28.95 nm
Film resistivity, full reflection: 9.48 uOhm cm
```
